# Band-edge and saddle singularities of the density of states, with Morse counts

## 1. Definitions and conventions

Let \(E(\mathbf k)\) be one energy band of a \(d\)-dimensional crystal. The components \(k_i\) are dimensionless coordinates along the reciprocal basis vectors, each with period \(2\pi\), so \(\mathbf k\) lives on a torus. The density of states per unit cell and per spin is

\[
g(E)=\int\frac{d^dk}{(2\pi)^d}\,\delta\big(E-E(\mathbf k)\big),\qquad \int g\,dE=1 .
\]

A critical point \(\mathbf k_c\) is a point where \(\nabla E=0\). There we write \(E_c=E(\mathbf k_c)\), \(\varepsilon=E-E_c\), and \(H_{ij}=\partial_i\partial_jE\) for the Hessian matrix, with eigenvalues \(\lambda_i\). The index \(p\) is the number of negative \(\lambda_i\): \(p=0\) is a minimum, \(p=d\) a maximum, and anything between is a saddle. The singularities will be measured by

\[
C=\frac{2^{d/2}}{(2\pi)^d\sqrt{|\det H|}} .
\]

We assume that the band is smooth, which excludes kinks and cones such as arise where an energy-ordered band crosses another, and that \(\det H\neq0\) at every critical point. Such points are isolated, so the compact torus holds a finite number of them; \(N_p\) denotes the number with index \(p\).

## 2. Reduction to a quadratic form

**Regular regions are harmless.** Divide the torus into small overlapping patches with smooth weights that add up to one. In a patch without a critical point some derivative, say \(\partial_1E\), is nonzero, and \((E,k_2,\dots,k_d)\) can serve as coordinates. The patch contributes the integral of its weight divided by \((2\pi)^d|\partial_1E|\) over \(k_2,\dots,k_d\) at fixed \(E\). This is smooth in \(E\). Singularities therefore come from critical points.

**The quadratic form can be made exact.** Put \(\mathbf q=\mathbf k-\mathbf k_c\). The linear Taylor term vanishes, and the integral form of the remainder gives

\[
E-E_c=\mathbf q^TA(\mathbf q)\mathbf q,\qquad A(\mathbf q)=\int_0^1(1-t)\,H(\mathbf k_c+t\mathbf q)\,dt,\qquad A(0)=\tfrac12H .
\]

Write \(A_0=A(0)\) and \(X=A_0^{-1}A(\mathbf q)\). For small \(\mathbf q\) the matrix \(X\) is close to the identity, so \(B=X^{1/2}\) exists as a power series in \(X-1\). Since \(A\) is symmetric, \(A_0X=X^TA_0\). The same relation holds for each power of \(X\), hence \(A_0B=B^TA_0\), and

\[
B^TA_0B=A_0B^2=A_0X=A(\mathbf q).
\]

With \(\mathbf y=B(\mathbf q)\mathbf q\) we get \(E-E_c=\tfrac12\mathbf y^TH\mathbf y\) without higher terms. This is the Morse lemma. Because \(B(0)=1\), the map from \(\mathbf q\) to \(\mathbf y\) has unit Jacobian at the origin and is invertible nearby.

Now rotate \(\mathbf y\) to the eigenaxes of \(H\) and set \(x_i=\sqrt{|\lambda_i|/2}\,y_i\). With \(\sigma_i=\mathrm{sign}\,\lambda_i\), the patch contributes

\[
g_c(\varepsilon)=\int d^dx\,J(\mathbf x)\,\delta\Big(\varepsilon-\sum_i\sigma_ix_i^2\Big),\qquad J(0)=C .
\]

Here \(J\) contains the patch weight (equal to one near the critical point), the factor \((2\pi)^{-d}\) and the Jacobian. The scaling supplies \(\prod_i\sqrt{2/|\lambda_i|}=2^{d/2}/\sqrt{|\det H|}\), which explains \(C\).

## 3. Minima and maxima

At a minimum the form is \(r^2=\sum_ix_i^2\). Let \(\bar J(r)\) be the average of \(J\) over directions. Terms linear in \(\mathbf x\) average to zero, so \(\bar J=C+O(r^2)\). The unit sphere has area \(S_1=2\), \(S_2=2\pi\), \(S_3=4\pi\), and \(\delta(\varepsilon-r^2)\) gives a factor \(1/(2r)\) at \(r=\sqrt\varepsilon\). For \(\varepsilon>0\),

\[
g_c=\frac{S_d}{2}\,\varepsilon^{(d-2)/2}\,[C+O(\varepsilon)]
\;\simeq\;
\begin{cases}
C\,\varepsilon^{-1/2}, & d=1,\\
\pi C, & d=2,\\
2\pi C\sqrt{\varepsilon}, & d=3,
\end{cases}
\]

and \(g_c=0\) for \(\varepsilon<0\). A maximum of \(E\) is a minimum of \(-E\), so the same laws hold there with \(\varepsilon\) replaced by \(-\varepsilon\).

In one dimension the velocity vanishes at the edge and states pile up. In two dimensions the constant-energy line shrinks toward the edge in proportion to \(r\), just as the gradient \(2r\) does; the two factors cancel and leave a step. In three dimensions the surface area, proportional to \(r^2\), wins.

## 4. The saddle in two dimensions

The form is \(x_1^2-x_2^2=uv\) with \(u=x_1+x_2\), \(v=x_1-x_2\) and \(dx_1dx_2=\tfrac12du\,dv\). Let \(J\) vanish outside the box \(|u|,|v|<L\). Integration over \(v\) sets \(v=\varepsilon/u\) and gives \(1/|u|\):

\[
g_c=\frac12\int_{|\varepsilon|/L<|u|<L}\frac{du}{|u|}\,J\Big(u,\frac{\varepsilon}{u}\Big).
\]

The lower limit expresses \(|v|<L\). Inside the box write

\[
J(u,v)=J(u,0)+J(0,v)-C+uv\,K(u,v).
\]

The function \(K\) is smooth, because \(J(u,v)-J(u,0)-J(0,v)+J(0,0)\) vanishes on both axes. The basic integral, with equal parts from \(u>0\) and \(u<0\), is

\[
\frac12\int_{|\varepsilon|/L<|u|<L}\frac{du}{|u|}=\ln\frac{L^2}{|\varepsilon|} .
\]

- The term \(J(u,0)=C+[J(u,0)-C]\) gives \(C\ln(L^2/|\varepsilon|)\) plus an integral whose integrand \([J(u,0)-C]/|u|\) is bounded. That integral has the same limit for \(\varepsilon\to0^+\) and \(\varepsilon\to0^-\).
- The term \(J(0,\varepsilon/u)\) gives the same structure after the change of variable \(v=\varepsilon/u\), since \(du/|u|\) becomes \(dv/|v|\).
- The term \(-C\) gives \(-C\ln(L^2/|\varepsilon|)\).
- The last term carries \(uv=\varepsilon\) and is \(O(\varepsilon\ln|\varepsilon|)\).

The logarithms add as \(1+1-1=1\). Including the smooth part from the rest of the torus,

\[
g=C\ln\frac{w}{|\varepsilon|}+b+o(1),
\]

on both sides of \(E_c\), with the same constant \(b\). The reference energy \(w\) makes the logarithm dimensionless; changing it shifts \(b\). The divergence comes from the arms of the hyperbola \(uv=\varepsilon\), where each factor of two in \(|u|\) contributes equally as long as \(J\) stays close to \(C\).

## 5. Saddles in three dimensions

Take \(p=1\), with the form \(x_1^2+x_2^2-z^2\). Let \(\varrho^2=x_1^2+x_2^2=\tau\), so that \(dx_1dx_2=\tfrac12d\tau\,d\varphi\), and let \(F(\tau,z)\) be the average of \(J\) over the angle \(\varphi\).

This average is smooth in \(\tau\) down to \(\tau=0\). It is an even smooth function \(f(\varrho)\), so \(f'(\varrho)=\varrho h(\varrho)\) with \(h\) even and smooth. Then \(df/d\tau=f'/(2\varrho)=h/2\), and the argument can be repeated for each further derivative.

Integration over \(\tau\) gives

\[
g_c=\pi\int dz\,\theta(\varepsilon+z^2)\,F(\varepsilon+z^2,z).
\]

For \(\varepsilon>0\) the step function equals one for all \(z\). Continue \(F\) to \(\tau<0\) by its Taylor polynomial in \(\tau\), of any desired order. Then

\[
G(\varepsilon)=\pi\int dz\,F(\varepsilon+z^2,z)
\]

passes through \(\varepsilon=0\) with as many continuous derivatives as we like. For \(\varepsilon<0\) the interval \(|z|<\sqrt{|\varepsilon|}\) is absent from \(g_c\) and must be subtracted from \(G\). There \(F=C+O(|\varepsilon|)\) apart from a term odd in \(z\), which integrates to zero. The interval has length \(2\sqrt{|\varepsilon|}\), so at leading order

\[
g_c\simeq G(\varepsilon)-2\pi C\sqrt{-\varepsilon}\;\theta(-\varepsilon)\qquad(p=1).
\]

A saddle with \(p=2\) becomes one with \(p=1\) when the sign of \(E\) is reversed. Hence

\[
g_c\simeq \tilde G(\varepsilon)-2\pi C\sqrt{\varepsilon}\;\theta(\varepsilon)\qquad(p=2),
\]

with another smooth background \(\tilde G\). The density of states stays finite, but its slope diverges on one side: as \(+\pi C/\sqrt{-\varepsilon}\) below a \(p=1\) saddle and as \(-\pi C/\sqrt{\varepsilon}\) above a \(p=2\) saddle.

Contributions of critical points at the same energy add. The logarithms of two-dimensional saddles are all positive and cannot cancel. Other terms can: in three dimensions a minimum and a \(p=2\) saddle with equal \(E_c\) and equal \(C\) have opposite leading roots.

## 6. How many critical points must a band have?

For \(E=-2\sum_it_i\cos k_i\) with \(t_i>0\), the gradient vanishes when each \(k_i\) is 0 or \(\pi\). The Hessian is diagonal with entries \(2t_i\cos k_i\), so the index is the number of components equal to \(\pi\). Choosing which \(p\) of the \(d\) components these are gives \(N_p=\binom dp\): 1,2,1 for \(d=2\) and 1,3,3,1 for \(d=3\). We now show that no band within our assumptions can have fewer. These are minimum counts; a band may have more.

**An auxiliary quantum problem.** Introduce fermion operators with \(\{a_i,a_j^\dagger\}=\delta_{ij}\) and states \(\psi(\mathbf k)\) on the torus in which \(p\) of the \(d\) fermion modes are filled. These are the differential forms of degree \(p\). For a real parameter \(s\) define

\[
D_s=\sum_ia_i^\dagger P_i,\qquad P_i=\partial_i+s\,\partial_iE,\qquad \Delta_s=D_sD_s^\dagger+D_s^\dagger D_s .
\]

Since \(P_i=e^{-sE}\partial_ie^{sE}\), the \(P_i\) commute, while the \(a_i^\dagger\) anticommute; therefore \(D_s^2=0\). With \(P_j^\dagger=-\partial_j+s\,\partial_jE\) and \(a_ja_i^\dagger=\delta_{ij}-a_i^\dagger a_j\),

\[
\Delta_s=\sum_iP_i^\dagger P_i+\sum_{ij}a_i^\dagger a_j[P_i,P_j^\dagger].
\]

Here \([P_i,P_j^\dagger]=2s\,\partial_i\partial_jE\) and \(P_i^\dagger P_i=-\partial_i^2+s^2(\partial_iE)^2-s\,\partial_i^2E\). Thus

\[
\Delta_s=-\nabla^2+s^2|\nabla E|^2+s\sum_{ij}(\partial_i\partial_jE)\,(2a_i^\dagger a_j-\delta_{ij}).
\]

**The number of zero modes does not depend on \(s\).** From \(\langle\psi,\Delta_s\psi\rangle=\|D_s\psi\|^2+\|D_s^\dagger\psi\|^2\), a zero mode obeys \(D_s\psi=D_s^\dagger\psi=0\). On the compact torus \(\Delta_s\) has a discrete, complete set of eigenstates. Let \(\mathcal G\) be its inverse on the nonzero levels; it commutes with \(D_s\). If \(D_s\omega=0\), then

\[
\omega=\omega_0+\Delta_s\mathcal G\omega=\omega_0+D_s(D_s^\dagger\mathcal G\omega),
\]

where \(\omega_0\) is the zero-mode part. A nonzero zero mode is never of the form \(D_s\eta\), because \(\langle\omega_0,D_s\eta\rangle=\langle D_s^\dagger\omega_0,\eta\rangle=0\). The zero modes therefore count the solutions of \(D_s\omega=0\) modulo states \(D_s\eta\). Multiplication by \(e^{sE}\) turns this problem one-to-one into that for \(s=0\). There \(\Delta_0=-\nabla^2\), whose zero modes are constant in \(\mathbf k\), one for each choice of \(p\) filled modes. Their number is \(\binom dp\).

**Large \(s\) counts critical points.** Near a critical point, along the eigenaxes of \(H\), \(\Delta_s\) becomes a set of oscillators with levels

\[
\sum_i\big[s|\lambda_i|(2n_i+1)+s\lambda_i(2\nu_i-1)\big],\qquad n_i=0,1,\dots,\quad \nu_i=0,1 .
\]

The sum vanishes for one state: all \(n_i=0\), with \(\nu_i=1\) where \(\lambda_i<0\) and \(\nu_i=0\) where \(\lambda_i>0\). Its degree equals the index. All other levels are at least \(2s\min|\lambda_i|\).

To control the approximation, measure energies in units of the band's scale. Choose smooth functions \(j_a\) with \(\sum_aj_a^2=1\): one for each critical point, supported within a radius \(R=s^{-2/5}\), and one for the remainder. Summing \([j_a,[j_a,\Delta_s]]=-2|\nabla j_a|^2\) over \(a\) gives

\[
\Delta_s=\sum_aj_a\Delta_sj_a-\sum_a|\nabla j_a|^2 .
\]

The gradient term is \(O(R^{-2})=O(s^{4/5})\). Inside a ball the oscillator approximation errs by \(O(s^2R^3)+O(sR)=O(s^{4/5})\). Outside the balls \(s^2|\nabla E|^2\) is at least of order \(s^2R^2=s^{6/5}\), which exceeds the last term of \(\Delta_s\), of order \(s\).

A state of degree \(p\) whose pieces \(j_a\psi\) are orthogonal to the \(N_p\) local zero-energy states thus has an expectation value of order \(s\) or higher. These are \(N_p\) linear conditions, so by the variational principle at most \(N_p\) levels lie below order \(s\). Conversely, the \(N_p\) local states, cut off by their \(j_a\), have disjoint supports and expectation values \(O(s^{4/5})\), so at least \(N_p\) levels are that low. For large \(s\) there are exactly \(N_p\) low levels. The true zero modes are among them, hence

\[
N_p\ge\binom dp .
\]

**The alternating sum.** Let \(Q=D_s+D_s^\dagger\). Then \(Q^2=\Delta_s\), and \(Q\) changes the degree by one. On a level \(\mu>0\), \(Q^2=\mu\), so \(Q\) is invertible and maps even degrees one-to-one onto odd ones. The nonzero low levels cancel in the alternating sum, leaving

\[
\sum_p(-1)^pN_p=\sum_p(-1)^p\binom dp=(1-1)^d=0 .
\]

Every two-dimensional band of the assumed kind therefore has at least two saddles, and its density of states diverges logarithmically at one energy or more.

## 7. Where the laws fail

Where two bands cross with different slopes, a band labelled by energy order is no longer smooth. For a cone \(E-E_c=v|\mathbf q|\) in two dimensions, integration gives \(g_c=\varepsilon/(2\pi v^2)\) for \(\varepsilon>0\), with no step. Because \(\mathbf q\) is measured along the reciprocal basis vectors, a cone is in general of the form \(E-E_c=\sqrt{\mathbf q^TM\mathbf q}\), and then \(g_c=\varepsilon/(2\pi\sqrt{\det M})\). For the honeycomb band \(E=t|1+e^{ik_1}+e^{ik_2}|\), for instance, \(\mathbf q^TM\mathbf q=t^2(q_1^2-q_1q_2+q_2^2)\), so \(\sqrt{\det M}=\tfrac{\sqrt3}{2}t^2\) and each cone gives \(0.184\,\varepsilon/t^2\). At a degenerate critical point the quadratic form no longer fixes the exponent. For example, in one dimension \(E-E_c=\alpha q^4\), with \(\alpha>0\), gives

\[
g_c=\frac{1}{2\pi}\,\frac{2}{4\alpha q^3}=\frac{1}{4\pi\alpha^{1/4}\varepsilon^{3/4}} .
\]

## 8. Worked example

**Chain.** Take \(E=-2h_1\cos k-2h_2\cos2k\) with \(h_1=1.0\) eV, \(h_2=0.1\) eV. The derivative \(2\sin k\,(h_1+4h_2\cos k)\) vanishes at \(k=0\) and \(\pi\). The second derivative \(2h_1\cos k+8h_2\cos2k\) is 2.8 eV and \(-1.2\) eV there. With \(C=\sqrt2/(2\pi\sqrt{|E''|})\), the minimum at \(-2.2\) eV has \(C=0.1345\) eV\(^{-1/2}\) and the maximum at 1.8 eV has 0.2055 eV\(^{-1/2}\).

**Rectangular lattice.** Let

\[
E=-2t_1\cos k_x-2t_2\cos k_y+4t'\cos k_x\cos k_y,
\]

with \(t_1=1.0\), \(t_2=0.6\), \(t'=0.1\) eV. Then \(\partial_xE=\sin k_x(2t_1-4t'\cos k_y)\) and \(\partial_yE=\sin k_y(2t_2-4t'\cos k_x)\). Both brackets are positive, so the critical points again have components 0 or \(\pi\). There the mixed derivative \(4t'\sin k_x\sin k_y\) vanishes.

At \((0,0)\) the determinant is \(1.6\times0.8=1.28\) eV². Since \(C=1/(2\pi^2\sqrt{|\det H|})\) for \(d=2\), the step at the lower edge, \(-2.8\) eV, is \(\pi C=1/(2\pi\sqrt{1.28})=0.1407\) eV\(^{-1}\). The upper edge at 3.6 eV has determinant 3.84 eV² and step 0.0812 eV\(^{-1}\).

The saddle \((0,\pi)\) lies at \(-1.2\) eV with determinant \(2.4\times(-0.8)=-1.92\) eV², so \(C=0.0366\) eV\(^{-1}\). The computed remainder, for \(w=1\) eV, is \(b=0.1587\) eV\(^{-1}\). At 0.01 eV above the saddle the law gives

\[
0.03656\times\ln100+0.1587=0.3271\ \text{eV}^{-1},
\]

against 0.3269 eV\(^{-1}\) from the full density of states. The other saddle, \((\pi,0)\) at 0.4 eV, has \(C=0.0317\) eV\(^{-1}\).

**Stacked layers.** Adding \(-2t_3\cos k_z\) with \(t_3=0.3\) eV shifts each layer energy by \(\mp0.6\) eV and multiplies the determinant by \(\pm0.6\) eV. At the minimum \(|\det H|=1.28\times0.6=0.768\) eV³, and

\[
2\pi C=\frac{1}{\sqrt2\,\pi^2\sqrt{0.768}}=0.0818\ \text{eV}^{-3/2}.
\]

The coefficients of \(\sqrt{|\varepsilon|}\) at the eight critical points are:

| \(E_c\) (eV) | \(p\) | coefficient (eV\(^{-3/2}\)) | side |
|---|---|---|---|
| −3.4 | 0 | +0.0818 | above |
| −2.2 | 1 | −0.0818 | below |
| −1.8 | 1 | −0.0668 | below |
| −0.6 | 2 | −0.0668 | above |
| −0.2 | 1 | −0.0578 | below |
| 1.0 | 2 | −0.0578 | above |
| 3.0 | 2 | −0.0472 | above |
| 4.2 | 3 | +0.0472 | below |

The numerical check extracts these coefficients from the difference \(g(E_c\pm2x)-2g(E_c\pm x)+g(E_c)\), in which constant and linear terms cancel and a root \(c\sqrt x\) leaves \((\sqrt2-2)c\sqrt x\). They agree with the Hessian values on the predicted side and vanish to the printed accuracy on the other.

**Counts.** The layer and the stack attain 1,2,1 and 1,3,3,1. The seven bands with random harmonics that were tested all have more critical points, for instance 4,7,3 and 3,7,7,3, and their alternating sums vanish.

The dimensionless band \(-\cos2x-\cos y+0.3\cos(x-y)\) has counts 2,4,2. At \(s=2\) its operator \(\Delta_s\) has 2,4,2 low levels in degrees 0,1,2, of which 1,2,1 are zero modes. The remaining low levels are 0.0052 in degrees 0 and 1 and 0.0042 in degrees 1 and 2, paired as derived; the next level lies at 2.2.

## Values computed for the example and the checks

```
1D hoppings: 1.0 0.1 eV
1D: k/pi, Ec(eV), index, C and measured (eV^-1/2)
 0 -2.200 0 0.13451 0.13451
 1 1.800 1 0.20547 0.20547
2D/3D hoppings t1,t2,t',t3: 1.0 0.6 0.1 0.3 eV
2D states in (-1.0, 0.2) eV: mesh 0.2274, DOS 0.2274
2D extrema: k/pi, Ec(eV), index, det(eV^2), pi*C, measured (1/eV)
2D saddles: same with C, measured above, below, remainder b (1/eV)
 0,0 -2.800 0 1.280 0.14067 0.14067
 0,1 -1.200 1 -1.920 0.03656 0.03656 0.03656 0.15872
  g at Ec+0.01 eV: 0.3269, log law 0.3271 1/eV
 1,0 0.400 1 -2.560 0.03166 0.03166 0.03166 0.14656
  g at Ec+0.01 eV: 0.2921, log law 0.2924 1/eV
 1,1 3.600 2 3.840 0.08122 0.08122
3D states in (-1.6, -0.8) eV: mesh 0.1643, DOS 0.1642
3D: k/pi, Ec(eV), index, g(Ec)(1/eV), then sqrt coefficients
    predicted, measured above, measured below (eV^-3/2)
 0,0,0 -3.40 0 0.0000 0.08175 0.08174 -0.00000
 0,0,1 -2.20 1 0.1620 -0.08175 -0.00000 -0.08175
 0,1,0 -1.80 1 0.2025 -0.06675 -0.00000 -0.06675
 0,1,1 -0.60 2 0.2152 -0.06675 -0.06676 -0.00000
 1,0,0 -0.20 1 0.2076 -0.05781 -0.00000 -0.05782
 1,0,1 1.00 2 0.1745 -0.05781 -0.05782 -0.00000
 1,1,0 3.00 2 0.0904 -0.04720 -0.04720 -0.00000
 1,1,1 4.20 3 0.0000 0.04720 -0.00000 0.04719
Counts, worked bands: [1, 2, 1] [1, 3, 3, 1]
Generic 2D band, counts by index: [4, 7, 3]
Generic 2D band, counts by index: [3, 6, 3]
Generic 2D band, counts by index: [3, 6, 3]
Generic 2D band, counts by index: [2, 6, 4]
Generic 3D band, counts by index: [3, 7, 7, 3]
Generic 3D band, counts by index: [3, 7, 7, 3]
Generic 3D band, counts by index: [2, 6, 6, 2]
Deformed Laplacian, s = 2.0: critical counts [2, 4, 2]
 zero modes [1, 2, 1], low levels [2, 4, 2] (form degree 0,1,2)
 degree 0: low nonzero 5.19e-03; next 2.221
 degree 1: low nonzero 4.16e-03, 5.19e-03; next 2.221
 degree 2: low nonzero 4.16e-03; next 3.440
```
